# The Conducting Threshold of the Symmetric Bruggeman Equation

**Q:** A dielectric film contains conducting grains, and I want its steady leakage current. You propose an effective-medium equation. Such an equation knows volume fractions, but no connected paths. How could it say when the film starts to conduct?

**A:** It cannot follow paths, but it can say whether a nonzero uniform conductivity is consistent with the average field. Let phase 1 have conductivity $s_1>0$ and volume fraction $f$, and phase 2 conductivity $s_2$ and fraction $1-f$. The mixture is isotropic on average, the film is many grains thick, each phase obeys Ohm's law, and contact resistance and tunnelling between grains are neglected. For the dielectric, Ohm's law restricts us to low fields: at the high fields common in thin films, leakage often grows much faster than the field. The local field is what counts, and in a narrow gap between conducting grains it can far exceed the applied field. For two equal conducting spheres lined up along the field, it is more than ten times the applied field when the gap is one tenth of the radius, and it rises further as the gap closes. I use S/m for conductivities.

The symmetric Bruggeman approximation treats a grain of either phase as a sphere embedded in a uniform medium. The conductivity $s$ of that medium is the unknown effective conductivity. Neither phase is singled out as the host, hence "symmetric".

**Q:** Then start with one sphere. What field does it carry?

**A:** Let the sphere have radius $a$ and conductivity $s_i$, and let the field far away be $E_0$ along the polar axis. In steady flow the potential obeys Laplace's equation in each region. The solutions with the angular dependence of the applied field are

$$\Phi_{\rm in}=-E_i r\cos\theta,\qquad \Phi_{\rm out}=-E_0r\cos\theta+\frac{p\cos\theta}{r^2}.$$

The inside solution omits $r^{-2}$, which diverges at the centre. Continuity of the potential at $r=a$ gives

$$E_i=E_0-\frac{p}{a^3}.$$

The outward field is $-\partial\Phi/\partial r$, so continuity of the normal current gives

$$s_iE_i=s\left(E_0+\frac{2p}{a^3}\right).$$

Insert $p/a^3=E_0-E_i$ from the first condition:

$$s_iE_i=s(3E_0-2E_i)\quad\Rightarrow\quad E_i=\frac{3s}{s_i+2s}E_0.$$

The dipole coefficient follows by subtraction:

$$\frac{p}{a^3}=E_0-E_i=\frac{s_i-s}{s_i+2s}E_0.$$

A sphere that conducts better than its surroundings has a reduced inside field. An insulating sphere in a conducting medium has $E_i=3E_0/2$. Direct integration of the radial equation tests these factors: for $s=1$ S/m it gives $E_i/E_0=1.500$ at $s_i=10^{-6}$ S/m and $0.429$ at $s_i=5$ S/m.

**Q:** That is one sphere in a fictitious medium. What fixes $s$?

**A:** We identify $E_0$ with the mean field in the composite and require the grains to reproduce it:

$$fE_1+(1-f)E_2=E_0.$$

This is the mean-field assumption. Each grain sees an average environment, and correlations between neighbouring grains are dropped. Since

$$\frac{3s}{s_i+2s}=1-\frac{s_i-s}{s_i+2s},$$

and the fractions add to one, the condition becomes

$$F(s)\equiv f\frac{s_1-s}{s_1+2s}+(1-f)\frac{s_2-s}{s_2+2s}=0.$$

This is the symmetric Bruggeman equation in three dimensions.

**Q:** You averaged the field. Had you averaged the current instead, would you have found another $s$?

**A:** No. The current density in a grain is

$$s_iE_i=\frac{3s_is}{s_i+2s}E_0
=s\left[1+2\,\frac{s_i-s}{s_i+2s}\right]E_0.$$

To check the bracket, put it over the common denominator: its numerator is $s_i+2s+2s_i-2s=3s_i$. Averaging over the phases gives $s[1+2F(s)]E_0$. At $F(s)=0$ this is $sE_0$, as Ohm's law for the effective medium requires.

**Q:** The equation is nonlinear. Perhaps it has several acceptable solutions, and your threshold is a choice among them.

**A:** First let both conductivities be positive and $0<f<1$. The quotient rule gives

$$\frac{d}{ds}\frac{s_i-s}{s_i+2s}
=\frac{-(s_i+2s)-2(s_i-s)}{(s_i+2s)^2}
=-\frac{3s_i}{(s_i+2s)^2}.$$

Thus $F$ decreases strictly. It starts at $F(0)=f+(1-f)=1$ and tends to $-1/2$ at large $s$. It therefore crosses zero once, and there is one positive solution.

**Q:** Now make phase 2 a perfect insulator. What changes?

**A:** For any $s>0$, the second fraction becomes $-s/(2s)=-1/2$, so

$$F(s)=f\frac{s_1-s}{s_1+2s}-\frac{1-f}{2}.$$

This still decreases, and its limit at large $s$ is still $-1/2$, but its starting value is now

$$F(0^+)=f-\frac{1-f}{2}=\frac{3f-1}{2}.$$

A positive solution exists if and only if this starting value is positive, that is, for $f>1/3$. To find it, set $F=0$ and multiply by $2(s_1+2s)$:

$$2f(s_1-s)=(1-f)(s_1+2s).$$

Expanding both sides,

$$2fs_1-2fs=s_1-fs_1+2s-2fs.$$

The terms $-2fs$ cancel, which leaves

$$s=\frac{3f-1}{2}s_1,\qquad f>\frac13.$$

**Q:** And below one third? You have shown that no positive solution exists, which is not the same as showing that the conductivity is zero.

**A:** That needs a limit. Keep $s_2>0$ and clear the denominators:

$$f(s_1-s)(s_2+2s)+(1-f)(s_2-s)(s_1+2s)=0.$$

The two products are

$$(s_1-s)(s_2+2s)=s_1s_2+2s_1s-s_2s-2s^2,$$

$$(s_2-s)(s_1+2s)=s_1s_2+2s_2s-s_1s-2s^2.$$

Weighted by $f$ and $1-f$, the terms $s_1s_2$ and $-2s^2$ keep unit weight. The coefficient of $s$ is

$$b=2fs_1-fs_2+2(1-f)s_2-(1-f)s_1=(3f-1)s_1+(2-3f)s_2.$$

Hence $2s^2-bs-s_1s_2=0$. The product of the roots is $-s_1s_2/2<0$, so one root is positive:

$$s=\frac{b+\sqrt{b^2+8s_1s_2}}{4}.$$

Let $s_2\to0^+$ at fixed $f$. Then $b\to(3f-1)s_1$ and the square root tends to $|3f-1|s_1$. Above one third the two terms add and give $s\to(3f-1)s_1/2$. At or below one third they cancel or vanish, and $s\to0$.

Setting $s_2=0$ in the quadratic at once would give $s[2s-(3f-1)s_1]=0$, and above one third neither root is negative, so the requirement $s\ge0$ does not choose between them. The limit from positive $s_2$ does.

**Q:** Real dielectrics leak a little. How does the conductivity vanish as $s_2$ is reduced?

**A:** Below the threshold, multiply numerator and denominator by $\sqrt{b^2+8s_1s_2}-b$ to avoid subtracting nearly equal terms:

$$s=\frac{(b^2+8s_1s_2)-b^2}{4(\sqrt{b^2+8s_1s_2}-b)}
=\frac{2s_1s_2}{\sqrt{b^2+8s_1s_2}-b}.$$

For small $s_2$, $b$ is negative and close to $-(1-3f)s_1$, so the denominator tends to $2(1-3f)s_1$. To leading order,

$$s\simeq\frac{s_2}{1-3f},\qquad f<\frac13.$$

At $f=1/3$ we have $b=s_2$, and the square root dominates:

$$s=\frac{s_2+\sqrt{s_2^2+8s_1s_2}}{4}
\simeq\frac{\sqrt{8s_1s_2}}{4}=\sqrt{\frac{s_1s_2}{2}}.$$

In this approximation, the effective conductivity thus varies as $s_2$ to the power $1$ below the threshold, $1/2$ at it and $0$ above it. Roots found numerically at two very small values of $s_2$ give these three powers at $f=0.2$, $1/3$ and $0.4$. The power $1/2$ is a property of the mean-field equation, and a real mixture at its own threshold need not follow it.

**Q:** Show me numbers for a leaky matrix.

**A:** Take round model values, $s_1=1$ S/m and $s_2=10^{-6}$ S/m. At $f=0.2$ the limiting law gives

$$s\simeq\frac{10^{-6}}{1-0.6}=2.5\times10^{-6}\ \text{S/m}.$$

At $f=1/3$ it gives $\sqrt{10^{-6}/2}=7.07\times10^{-4}$ S/m, and at $f=0.4$ it gives $(1.2-1)/2=0.1$ S/m. The numerical roots of the full equation are $2.50\times10^{-6}$, $7.07\times10^{-4}$ and $0.100$ S/m. Doubling the conducting fraction from $0.2$ to $0.4$ raises $s$ by a factor of about $4\times10^4$.

**Q:** So with finite leakage there is no sharp threshold at all?

**A:** Correct: for $s_1,s_2>0$ the quantity under the square root is positive and $s$ is a smooth function of $f$. The crossover is where $b^2$ and $8s_1s_2$ are comparable. With $b\simeq(3f-1)s_1$, this means

$$\left|f-\frac13\right|\sim\frac13\sqrt{\frac{8s_2}{s_1}}.$$

For the values above, the right side is about $9\times10^{-4}$, so a linear plot of $s$ against $f$ seems to have a sharp corner at one third. With less contrast the corner is visibly rounded, and the limiting laws are less accurate. For $s_2=0.01$ S/m and $f=0.2$, for instance,

$$b=-0.4+0.014=-0.386\ \text{S/m},$$

$$s=\frac{-0.386+\sqrt{0.1490+0.08}}{4}=0.0231\ \text{S/m}.$$

The law $s_2/(1-3f)$ gives $0.025$ S/m, about 8% above this root.

**Q:** The algebra is clear, but I still do not see why the number is one third.

**A:** Look at the fields for $s_2=0$ above the threshold. Each insulating sphere carries $3E_0/2$. For the conducting spheres, insert $s=(3f-1)s_1/2$:

$$\frac{E_1}{E_0}=\frac{3s}{s_1+2s}
=\frac{3(3f-1)/2}{1+(3f-1)}=\frac{3f-1}{2f}.$$

As $f$ falls to one third, this field falls to zero. The insulating spheres then supply the whole average field:

$$(1-f)\frac32=1\quad\Rightarrow\quad f=\frac13.$$

With still more insulator, they would supply more than the average, and the conducting spheres would need a field opposed to $E_0$. A positive $s$ cannot produce that, because $3s/(s_1+2s)$ is positive.

**Q:** But below one third the insulating grains still exist. If each carries $3E_0/2$, the average is wrong.

**A:** The factor $3/2$ assumes that phase 2 conducts much less than the surrounding medium, $s_2\ll s$. Below the threshold this fails, since $s$ and $s_2$ vanish together with the fixed ratio $s/s_2=1/(1-3f)$. Therefore

$$\frac{E_2}{E_0}=\frac{3s}{s_2+2s}
\to\frac{3}{(1-3f)+2}=\frac{1}{1-f}.$$

Meanwhile $E_1\to0$, because $s\ll s_1$. The average is $(1-f)/(1-f)=1$, as required. In the example at $f=0.2$, the fields are $E_2=1.25E_0$ and $E_1=7.5\times10^{-6}E_0$. The voltage drops almost entirely in the poorly conducting phase, which limits the current.

**Q:** Is there a limit in which I should trust the straight line above the threshold?

**A:** Yes, when the insulating spheres are few and far apart. Write the averages over the whole volume as $\langle\cdot\rangle$, and let $\sigma$ be the local conductivity. The difference

$$\langle J\rangle-s_1\langle E\rangle=\langle(\sigma-s_1)E\rangle$$

receives a contribution only from phase 2, where $\sigma-s_1=-s_1$. To first order in $1-f$, each insulating sphere sits in nearly pure phase 1 and carries $3\langle E\rangle/2$. Hence

$$s=s_1\left[1-\frac32(1-f)\right]=\frac{3f-1}{2}s_1.$$

The dilute calculation justifies the slope near $f=1$. For a perfect insulator, the Bruggeman equation continues that same line until it reaches zero. The position of the zero is thus an extrapolation far outside the dilute regime.

**Q:** Then is one third the true percolation threshold of a three-dimensional mixture?

**A:** No single fraction can be, because the threshold depends on the geometry. Build a cubic grid of connected conducting struts with square cross-section of side $w$ and period $L$. Three struts cross in each cell. Counting their volumes and removing the double counting at the crossing gives

$$f=3\left(\frac wL\right)^2-2\left(\frac wL\right)^3.$$

For $w/L=0.1$ this is $0.028$, yet every strut is a continuous conducting path. Conversely, separate conducting cubes by closed insulating layers of thickness $t$. Then $f=(1-t/L)^3$ can be as close to one as desired, and no steady current passes in this model. In a real film, insulating layers about a nanometre thick can pass a tunnelling current. Knowledge of $f$ alone cannot distinguish these structures.

**Q:** Those are ordered structures chosen to defeat you. Does the equation do better for a random system?

**A:** A simple cubic network of random resistors allows a direct comparison, because its effective-medium equation has the same form. Consider first a uniform network with bond conductance $g$. Inject a current $I$ at node A and remove it evenly from all $N$ nodes of a periodic lattice. The net current entering at A is $I(1-1/N)$, and by symmetry each of its six bonds carries one sixth of it. Now reverse the process at the neighbouring node B: remove $I$ there and supply it evenly everywhere. When the two flows are added, the even parts cancel, and bond AB carries $I(1-1/N)/3$. The resistance between neighbours is therefore

$$R=\frac{1}{3g}\left(1-\frac1N\right)\to\frac{1}{3g}.$$

For $N=8^3=512$, a direct lattice solution gives $0.3327/g$, in agreement with this finite-size expression.

**Q:** How does that resistance lead to the sphere factor?

**A:** In the infinite lattice the conductance between A and B is $3g$. Bond AB contributes $g$, so the rest contributes $2g$. Let a uniform applied field put the voltage $V_0$ across this bond, and replace its conductance by $g_i$. At the old voltage the bond would carry $g_iV_0$ instead of $gV_0$. The mismatch $(g-g_i)V_0$ acts as a current injected at A and removed at B. It meets the conductance $g_i+2g$ of the changed network, so the total voltage is

$$V_i=V_0+\frac{(g-g_i)V_0}{g_i+2g}=\frac{3g}{g_i+2g}V_0.$$

This is the sphere factor with conductances in place of conductivities. Let a fraction $p$ of the bonds have conductance $g_1$ and the rest be missing. Requiring the average voltage on bonds along the field to be $V_0$ gives the earlier equation with $f\to p$, and hence

$$g=\frac{3p-1}{2}g_1,\qquad p>\frac13.$$

**Q:** And what do actual random networks do?

**A:** Four samples were solved at each $p$, with 16 bonds between the electrodes. The results, in units of $g_1$, are:

| $p$ | Network mean | Effective medium |
|---|---:|---:|
| 0.80 | 0.70 | 0.70 |
| 0.50 | 0.27 | 0.25 |
| 0.32 | 0.042 | 0 |

At $p=0.80$ the two agree within 1%. At $p=0.50$ the network mean is about 8% above the prediction, relative to the prediction. At $p=0.32$ all four samples conduct, although the approximation gives zero. Electrodes and sampling affect the means in samples this small, so the excess at $p=0.50$ does not measure the error of the approximation. The result at $p=0.32$ is a different matter. Large simulations place the bond threshold of the infinite simple cubic lattice near $0.249$, so a large network also conducts at $p=0.32$. The approximation therefore fails near its own threshold. It replaces the surroundings of each bond by an average, whereas the current in a sparse network depends on which particular bonds are connected.

**Q:** Does the dielectric constant of a porous low-k film also vanish at some porosity?

**A:** Not by this mechanism. The static permittivity of a lossless mixture obeys the same equations, with permittivity replacing conductivity and electric displacement replacing current. But an empty pore has relative permittivity one, not zero. Both phases then have positive coefficients, and the effective permittivity is positive and smooth in the porosity. The threshold concerns transport through one phase when the other blocks it: here, leakage through conducting grains in an insulating matrix. For that problem, one third is the prediction of a mean-field model with spherical grains. It is not a safe limit for a real film, because other arrangements of grains can connect at smaller fractions, and a film only a few grains thick can be bridged by short chains. At any conducting fraction, a leakage estimate needs information about how the grains connect. The complete numerical values are in the numerical output.

## Values computed for the example and the checks

```
Sphere in a medium of 1 S/m, from the radial equation:
  s_in=1e-06 S/m: field/E0=1.50000, dipole=-0.50000
  s_in=0.2 S/m: field/E0=1.36364, dipole=-0.36364
  s_in=5 S/m: field/E0=0.42857, dipole=0.57143
Average-field condition solved with integrated fields:
  f=0.2, s2=0.01 S/m: s=0.023134 S/m, mean current/E0=0.023134 S/m
  f=0.6, s2=0.01 S/m: s=0.413104 S/m, mean current/E0=0.413104 S/m
Worked example: s1=1 S/m, s2=1e-06 S/m
  f=0.2000: root=2.49998e-06 S/m, limiting law=2.50000e-06 S/m
  f=0.3000: root=9.99811e-06 S/m, limiting law=1.00000e-05 S/m
  f=0.3333: root=7.07357e-04 S/m, limiting law=7.07107e-04 S/m
  f=0.4000: root=1.00005e-01 S/m, limiting law=1.00000e-01 S/m
  f=0.6000: root=4.00001e-01 S/m, limiting law=4.00000e-01 S/m
Fields at f=0.2: phase 1 7.500e-06 E0, phase 2 1.25000 E0
Power of s2 in s, from s2=1e-12 and 1e-10 S/m:
  f=0.2000: power=1.0000
  f=0.3333: power=0.5000
  f=0.4000: power=0.0000
Cubic network, 8^3 nodes, unit bonds:
  neighbour resistance=0.33268 (units of 1/g)
  changed bond 0 g: voltage ratio=1.49854, infinite lattice=1.50000
  changed bond 5 g: voltage ratio=0.42905, infinite lattice=0.42857
Random networks, 16 bonds long, 4 samples per p:
  p=0.80: mean=0.7045 g, min=0.6950 g, Bruggeman=0.7000 g
  p=0.50: mean=0.2691 g, min=0.2576 g, Bruggeman=0.2500 g
  p=0.32: mean=0.0422 g, min=0.0375 g, Bruggeman=0.0000 g
```
